\section*{When mean-field adsorption with attraction has two stable coverages}

\section{The rate equation and its steady states}

\textbf{Q.} Adsorption slows down as a surface fills. Such a process should settle at one coverage for each pressure. How could there be two?

\textbf{A.} Desorption can slow down as well. Let $x$ be the fraction of filled sites, between 0 and 1, and $p$ the gas pressure. Molecules adsorb whole, one per empty site, and desorb one at a time:
\begin{equation}
\frac{dx}{dt}=f(x)=a p(1-x)-\nu x\,e^{-(E_0+wx)/kT}.
\label{rate}
\end{equation}
Here $a$ is the adsorption rate per empty site and unit pressure, $\nu$ the desorption prefactor, and $E_0$ the desorption barrier on an empty surface. Attraction raises the barrier by $wx$, with $w>0$. I take $a,\nu,E_0,w$ and $T$ to be independent of $x$.

As $x$ grows, the factor $x$ raises the desorption rate and the exponential lowers it. If over some range of $x$ the desorption rate falls faster, in proportion, than the number of empty sites, a dense layer can hold itself together at a pressure where a dilute layer also survives.

\textbf{Q.} Where does a barrier linear in $x$ come from?

\textbf{A.} Suppose a molecule has $z$ neighbouring sites and each filled one adds $\varepsilon$ to its barrier. If neighbours are filled independently, their mean number is $zx$. Mean field replaces the actual number by this mean, so $w=z\varepsilon$. Clustering, and the random spread of the number about its mean, are thereby ignored, which matters later.

\textbf{Q.} Then find the steady states.

\textbf{A.} At $x=0$ the rate is $ap>0$, and at $x=1$ it is negative, so every steady state lies strictly between and I may divide by $1-x$. With $b=w/kT$, setting $f=0$ gives
\begin{equation}
p=P(x),\qquad P(x)=P_0\frac{x}{1-x}e^{-bx},\qquad P_0=\frac{\nu}{a}e^{-E_0/kT}.
\label{P}
\end{equation}
The function $P$ runs from 0 at $x=0$ to infinity as $x\to1$. Each positive pressure therefore has at least one steady coverage, and it has several only if $P$ falls somewhere.

\section{Stability and the threshold}

\textbf{Q.} A steady state need not be stable. How do you tell?

\textbf{A.} By \eqref{P}, the desorption term in \eqref{rate} equals $a(1-x)P(x)$. Hence
\begin{equation}
f(x)=a(1-x)\,[p-P(x)].
\label{factor}
\end{equation}
Coverage grows where $P(x)<p$ and shrinks where $P(x)>p$. At a steady state $x_*$ the bracket vanishes, so only its derivative survives:
\begin{equation}
f'(x_*)=-a(1-x_*)P'(x_*).
\end{equation}
A small deviation decays if $P'(x_*)>0$ and grows if $P'(x_*)<0$.

\textbf{Q.} So what must $w$ be for $P$ to have a falling part?

\textbf{A.} Since $P>0$, its slope has the sign of the slope of its logarithm:
\begin{equation}
\frac{d\ln P}{dx}=\frac1x+\frac1{1-x}-b=\frac1{x(1-x)}-b.
\label{slope}
\end{equation}
Now $x(1-x)=\tfrac14-(x-\tfrac12)^2\le\tfrac14$, so the first term is at least 4, with equality at $x=\tfrac12$ alone. A falling part exists if and only if $b>4$, that is, $w>4kT$.

\textbf{Q.} That gives a falling part. You still owe me two stable states, and the case of equality.

\textbf{A.} For $b\le4$, $P$ is strictly increasing, because its slope is positive except possibly at one point. There is one root $x_*$. By \eqref{factor} coverage rises below it and falls above it, so every start ends there.

For $b>4$ the slope vanishes where $x^2-x+1/b=0$:
\begin{equation}
x_\mp=\frac{1\mp s}{2},\qquad s=\sqrt{1-\frac4b}.
\label{turn}
\end{equation}
$P$ rises up to $x_-$, falls to $x_+$, then rises again. For $P(x_+)<p<P(x_-)$ each of the three parts is crossed once. The outer crossings have $P'>0$ and are stable; the middle one is unstable and separates the starts that empty from those that fill.

Beyond the two edges of this interval there is one root. At the upper edge, $p=P(x_-)$, the bracket in \eqref{factor} is positive on both sides of $x_-$. Coverage approaches that root from below but leaves it from above, so it is not stable. The lower edge is the mirror case. Two stable coverages thus exist over an open pressure interval if and only if $w>4kT$.

\textbf{Q.} What happens at $w=4kT$ itself?

\textbf{A.} There is one stable state, but at $p=P(\tfrac12)$ it is reached slowly. Put $x=\tfrac12+u$. Then
\begin{equation}
\ln\frac{P}{P_0}=\ln\frac{1+2u}{1-2u}-2-4u=-2+\frac{16}{3}u^3+O(u^5),
\end{equation}
because the logarithm expands as $4u+\tfrac{16}{3}u^3+\dots$ and the linear terms cancel. To leading order $p-P\simeq-\tfrac{16}{3}p\,u^3$, and the prefactor in \eqref{factor} is $a/2$. Therefore
\begin{equation}
\frac{du}{dt}\simeq-\frac83\,ap\,u^3,\qquad
\frac1{u^2}\simeq\frac1{u_0^2}+\frac{16}{3}\,ap\,t .
\end{equation}
The deviation dies as $t^{-1/2}$ instead of exponentially.

\section{How wide is the pressure window?}

\textbf{Q.} If the window is negligibly narrow, the threshold has little practical meaning. Can you give its width?

\textbf{A.} From \eqref{turn}, $x_-/(1-x_-)=(1-s)/(1+s)$, and the ratio for $x_+$ is the inverse. Also $x_+-x_-=s$. Subtracting the two values of $\ln P$,
\begin{align}
\ln\frac{P(x_-)}{P(x_+)}
&=2\ln\frac{1-s}{1+s}+b(x_+-x_-)\nonumber\\
&=bs-4\,\mathrm{artanh}\,s .
\label{width}
\end{align}
Near threshold $s$ is small and $b=4/(1-s^2)\simeq4+4s^2$. With $\mathrm{artanh}\,s\simeq s+s^3/3$,
\begin{equation}
\ln\frac{P(x_-)}{P(x_+)}\simeq4s+4s^3-4s-\frac43s^3=\frac83s^3 .
\end{equation}
The window opens slowly. At $b=4.01$ the extrema of $P$, located numerically, give a logarithmic width of $3.33\times10^{-4}$, against $3.32\times10^{-4}$ from the cubic law. At $b=5$, counting sign changes of the rate in steps of 0.002 in $\ln p$ gives 0.310, and \eqref{width} gives 0.311.

\textbf{Q.} Where is the window centred?

\textbf{A.} In the product $P(x)P(1-x)$ the site fractions cancel and the exponents add to $-b$, so the product is $P_0^2e^{-b}$. Since $x_+=1-x_-$, the geometric mean of the edges is
\begin{equation}
p_{\rm mid}=P_0e^{-b/2}=P(\tfrac12).
\label{mid}
\end{equation}

\section{Numbers for a cold molecular layer}

\textbf{Q.} Show me a case where these pressures could be set.

\textbf{A.} Take N$_2$ physisorbed on graphite at 60 K, with rough parameters: $E_0=0.10$ eV, $w=0.04$ eV, $\nu=10^{12}$ s$^{-1}$. One molecule per three graphite cells gives a site area $A=0.157$ nm$^2$. The gas is taken to be at the surface temperature, and every molecule striking an empty site is taken to stick. The kinetic-theory flux then gives $a=A/\sqrt{2\pi mkT}=1.35\times10^6$ s$^{-1}$Torr$^{-1}$, where $m$ is the molecular mass.

With $kT=5.17$ meV, $b=0.04/0.00517=7.74$, well above 4. The desorption rate constant on an empty surface is $\nu e^{-E_0/kT}=3.98\times10^3$ s$^{-1}$, so
\begin{equation}
P_0=\frac{3.984\times10^3}{1.347\times10^6}\ {\rm Torr}=2.96\times10^{-3}\ {\rm Torr}.
\end{equation}
Next, $s=\sqrt{1-4/7.736}=0.695$ and the turning coverages are 0.1525 and 0.8475. The upper edge is
\begin{equation}
P(x_-)=2.96\times10^{-3}\,\frac{0.1525}{0.8475}\,e^{-7.736\times0.1525}\ {\rm Torr}
=1.6\times10^{-4}\ {\rm Torr}.
\end{equation}
The same formula at $x_+$ gives $2.3\times10^{-5}$ Torr. The window, $3.1\times10^{-3}$ to $2.2\times10^{-2}$ Pa, spans a factor of 7.0.

At $p_{\rm mid}=6.2\times10^{-5}$ Torr the steady coverages are 0.025, 0.5 and 0.975. Integrating \eqref{rate} from an empty surface ends at the first, and from a full surface at the last. The upper edge was tested in the same way: from empty, a pressure 2\% below it leaves the coverage under 0.1525, and 2\% above it takes the coverage past 0.8475.

\textbf{Q.} How quickly would the layer settle?

\textbf{A.} The decay rate of a small deviation is $\lambda=-f'(x_*)$. Using $P'=P\,d\ln P/dx$ and $P(x_*)=p$,
\begin{equation}
\lambda=ap(1-x_*)\left[\frac1{x_*(1-x_*)}-b\right]
=ap\left[\frac1{x_*}-b(1-x_*)\right].
\end{equation}
At $p_{\rm mid}$, $ap=83$ s$^{-1}$. The brackets are about 33 for the dilute state and 0.83 for the dense one, giving relaxation times of 0.36 ms and 14 ms.

\textbf{Q.} And if the surface warms, with the energies held fixed?

\textbf{A.} The ratio $b$ falls and the window closes. The edge pressures are 0.143 and 0.210 Torr at 90 K, and 3.14 and 3.25 Torr at 110 K. They rise because desorption speeds up. The mean-field threshold is $T=w/4k=116$ K; at 120 K empty and full starts meet at one coverage.

\section{Does a real layer have two stable states?}

\textbf{Q.} Neighbours attract, so they cluster. You averaged that away. Why should I believe the factor 4?

\textbf{A.} For short-range forces you should not. Keep the same energies on a triangular lattice, $z=6$ and $\varepsilon=w/6$, but let each barrier depend on the actual neighbours. A site with $j$ filled neighbours has equilibrium odds $(p/P_0)e^{j\varepsilon/kT}$ of being filled. Exchanging filled and empty sites replaces $j$ by $6-j$ and must invert the odds. This requires $(p/P_0)^2e^{6\varepsilon/kT}=1$, so the symmetric pressure is again $p_{\rm mid}$.

At that pressure, write the occupation as $(1+\sigma)/2$ with $\sigma=\pm1$. The bond energy $-\varepsilon$ between filled sites becomes $-(\varepsilon/4)\sigma\sigma'$: an Ising model with coupling $K=\varepsilon/4kT$ and no field.

\textbf{Q.} Can you find its threshold without taking it on trust?

\textbf{A.} Yes, assuming that it has a single transition. Boundaries between filled and empty regions are closed loops on the honeycomb lattice, with weight $e^{-2K}$ per step. An Ising model on the honeycomb with coupling $L$, expanded in powers of $t=\tanh L$, is a sum over the same loops with weight $t$ per step. The two models are therefore equivalent if $t=e^{-2K}$.

Now sum over every second honeycomb spin. Each has three neighbours, and the sum leaves a triangular lattice with some coupling $K'$. Comparing three equal neighbours with two equal and one opposite,
\begin{equation}
e^{4K'}=\frac{\cosh3L}{\cosh L}=2\cosh2L-1=\frac{1+3t^2}{1-t^2}.
\end{equation}
This maps strong coupling to weak coupling, so a single transition must sit at $K'=K$. With $v=e^{-4K}=t^2$,
\begin{equation}
\frac1v=\frac{1+3v}{1-v}\ \Rightarrow\ 3v^2+2v-1=0\ \Rightarrow\ v=\frac13 .
\end{equation}
Hence $\varepsilon/kT=\ln3$, or $w/kT=6\ln3=6.59$ in place of 4. For our $w$ the threshold temperature drops from 116 K to 70 K.

\textbf{Q.} Does a simulation bear this out?

\textbf{A.} Monte Carlo runs on a $96\times96$ lattice, at $p_{\rm mid}$ for each temperature, bracket the threshold. At 90 K mean field predicts stable coverages of 0.13 and 0.87, but the lattice reaches 0.505 from empty and 0.499 from full: one state, at the half filling that symmetry requires, within sampling scatter. At 60 K the two starts stay apart, at 0.039 and 0.961. The output also lists coverages from the known closed formula for the infinite lattice, which I have not derived; they agree with the simulation within 0.001.

\textbf{Q.} So at 60 K the whole window survives?

\textbf{A.} No. Away from $p_{\rm mid}$ one phase is favoured. A patch of it with radius $R$ gains free energy in proportion to $R^2$ and pays an edge cost in proportion to $R$, so a large enough patch grows. In a large layer two phases coexist at $p_{\rm mid}$ alone; elsewhere in the window the weaker state is at best metastable. Equation \eqref{rate} has no patches and cannot show this.

Near the edges of the mean-field window the weaker state may not even be metastable. At 0.9 of the upper edge, starting empty, mean field stays at $x=0.09$. The lattice passes half filling at sweep 5 and ends at 0.99, with no sign of a wait for a rare large patch. A sweep updates every site once, by a rule that shares the equilibrium of the adsorption and desorption rates but not their kinetics. The run therefore shows that the state is lost under this rule. It gives neither a lifetime in seconds nor the separate parts played by correlations and by the rule.

\section{Which assumptions carry the result?}

\textbf{Q.} Many molecules split on adsorption. Is the threshold still 4?

\textbf{A.} Not in general. Let adsorption go as $(1-x)^m$ and desorption as $x^n$, with $wx$ the rise in barrier for the whole desorption event. The slope of $\ln P$ becomes $n/x+m/(1-x)-b$. Because $x+(1-x)=1$, the Cauchy inequality gives
\begin{equation}
\frac nx+\frac m{1-x}\ge(\sqrt n+\sqrt m)^2,
\end{equation}
with equality at one coverage. The right side is the new threshold: 4 for $m=n=1$, but 8 for $m=n=2$, where a molecule splits over two sites and its parts recombine to leave. In that case both parts lose their neighbours, so if each part feels an attraction $w_1x$, then $w=2w_1$ and the condition per part is again $w_1>4kT$.

\textbf{Q.} A cold molecule landing on a filled site may slide to an empty one. Then adsorption does not go as $1-x$.

\textbf{A.} True. But if desorbing molecules pass through the same mobile state, and that state is dilute and adjusts much faster than the coverage, detailed balance multiplies both rates by a common factor $g(x)>0$. The zeros and signs of $f$ do not change, so the window stays. The times do change, since $\lambda$ becomes $g(x_*)\lambda$. For $g=1/(1-x+0.1x)$, an illustrative choice, the dense state relaxes 8.2 times faster, in about 1.8 ms.

\textbf{Q.} And if the sites are not identical?

\textbf{A.} Let a site's barrier be shifted by $\delta$, drawn from a Gaussian of zero mean. Its steady occupation $\theta$ obeys $\theta/(1-\theta)=e^{y+\delta/kT}$, with $y=\ln(p/P_0)+bx$. Averaging over sites gives $x=G(y)$, hence $\ln(p/P_0)=y-bG(y)$. This has a falling part if $b$ exceeds $1/\max G'$, where $G'=\langle\theta(1-\theta)\rangle$ is largest at $y=0$: it is the overlap of two symmetric single-peaked curves, $\theta(1-\theta)$ and the Gaussian, which is greatest when their peaks coincide. Since $\theta(1-\theta)\le\tfrac14$, disorder raises the mean-field threshold. A standard deviation of 5 meV at 60 K moves it from 4 to 4.8, still below our 7.7. This margin does not carry over to short-range forces, where disorder and clustering act together. It is a known result, not derived here, that in a large two-dimensional layer with short-range attraction, independent random site energies remove the coexistence of two phases. The estimate therefore does not show that a disordered layer keeps two states.

\textbf{Q.} Could a second layer spoil the picture first?

\textbf{A.} Not with these numbers. With a rough second-layer barrier of 0.07 eV and otherwise the same model, its coverage at the upper edge is about $2\times10^{-4}$. The midpoint of its own pressure window is near 0.02 Torr, over a hundred times the upper edge. These rough parameters, the prefactor $\nu$ as well as the energies, put that pressure too low: solid nitrogen at 60 K has a vapour pressure of tens of Torr, so a real second layer should condense at a much higher pressure than this.

\textbf{Q.} What may I carry over to a deposition or etching process?

\textbf{A.} N$_2$ on graphite resembles the model in that it adsorbs whole and reversibly, and can form an ordered layer with one molecule per three graphite cells. But that layer can sit on any of three equivalent sets of cells, while the model has only one set. The energies are also rough: since $P_0$ varies as $e^{-E_0/kT}$, an error of 0.01 eV in $E_0$ alone changes every pressure at 60 K by a factor of about 7. Every pressure is also proportional to $\nu$, which may be off by an order of magnitude or more. The pressures given here therefore illustrate the model and do not predict those of the real layer. Of the corrections estimated here for this layer, each taken alone, correlation between neighbours shifts the threshold most: in the lattice model it lowers the threshold temperature by about 40\% relative to mean field. That model still omits the choice among the three sets, site disorder, molecular rotation, motion off the sites and forces beyond nearest neighbours, so 70 K is not a prediction for the real layer.

Also, a process may run far above 60 K. At 500 K, for example, the mean-field condition would need $w>0.04\times500/116=0.17$ eV, and short-range correlations would raise the demand further. The condition applies to a reversible, first-order adsorption step. If a surface reaction also removes molecules irreversibly, its rate must be added to \eqref{rate}. The factor 4 then no longer holds in general, and whether two stable states remain depends on how fast the reaction is and on how its rate varies with coverage. The numerical output below gives the remaining values.

\section*{Computed values}
\begin{verbatim}
SCAN OF THE RATE EQUATION: width of window in ln p
w/kT = 4.1: scan 0.010, formula 0.0105
w/kT = 5.0: scan 0.310, formula 0.3112
w/kT = 7.7: scan 1.922, formula 1.9213
w/kT = 4.01: direct 3.331e-04, cubic law 3.321e-04
orders ads 1, des 1: threshold w/kT = 4.000
orders ads 1, des 2: threshold w/kT = 5.828
orders ads 2, des 2: threshold w/kT = 8.000
EXAMPLE: N2 on graphite, rough parameters
E0 = 0.10 eV, w = 0.04 eV, nu = 1e+12 1/s
T = 60 K, kT = 0.00517 eV, w/kT = 7.736
graphite lattice constant = 0.246 nm
N2 mass = 28.0 u, sticking = 1.0
site area = 0.1572 nm2
a = 1.347e+06 1/(s Torr)
desorption rate at x=0: 3.984e+03 1/s
P0 = 2.957e-03 Torr
threshold temperature w/4k = 116.0 K
s = 0.6950
turning coverages = 0.1525, 0.8475
window = 2.335e-05 to 1.635e-04 Torr
window = 3.113e-03 to 2.180e-02 Pa
edge ratio = 7.004, ln ratio = 1.9465
p_mid = 6.179e-05 Torr
coverages at p_mid = 0.0247, 0.5000, 0.9753
relaxation times: dilute 0.364 ms, dense 14.39 ms
TEMPERATURE TABLE: T (K), w/kT, edges (Torr)
60  7.736  2.335e-05  1.635e-04
90  5.158  1.430e-01  2.100e-01
110  4.220  3.139e+00  3.247e+00
120  3.868  one state, x = 0.5000 at 9.577 Torr
NEGLECTED EFFECTS
second-layer barrier (rough) = 0.07 eV
second-layer coverage at upper edge = 1.67e-04
second layer condenses near 2.05e-02 Torr
precursor (K=0.1) speeds relaxation: dilute x1.023, dense x8.18
site spread 0.005 eV: threshold w/kT = 4.792
short-range lattice: threshold w/kT = 6.592, T = 70.4 K
lattice 96 x 96, 2400 sweeps, last 1200 averaged
60 K, p_mid: exact lattice x = 0.0394, 0.9606
60 K, p_mid: Monte Carlo x = 0.0390, 0.9605
90 K, p = 1.733e-01 Torr: mean field x = 0.1280, 0.8720
90 K, same p: Monte Carlo x = 0.505, 0.499
60 K, 0.9 of upper edge = 1.472e-04 Torr, from empty:
  mean field x = 0.0922, Monte Carlo x = 0.9898
  Monte Carlo passes x = 0.5 at sweep 5
\end{verbatim}
